# Orthogonality and Norms of Bessel Functions Matched at the Pseudization Radius

## Result and conventions

Let $R(r)$ be an all-electron radial function of angular momentum $l$ at one fixed energy, and let $r_c$ be a radius with $R(r_c)\neq 0$. Define the dimensionless logarithmic derivative

$$\lambda=\frac{r_c R'(r_c)}{R(r_c)} .\tag{1}$$

Let $q_i>0$ be the distinct wave numbers for which $j_l(q_i r)$ has this same logarithmic derivative at $r_c$:

$$\frac{x_i\,j_l'(x_i)}{j_l(x_i)}=\lambda,\qquad x_i=q_i r_c .\tag{2}$$

A prime on $j_l$ denotes the derivative with respect to its argument. Then

$$\int_0^{r_c} r^2 j_l(q_i r)\,j_l(q_k r)\,dr=\delta_{ik}N_i,\tag{3}$$

$$N_i=\frac{r_c^3}{2}\,j_l(x_i)^2\left[1+\frac{\lambda(\lambda+1)-l(l+1)}{x_i^2}\right].\tag{4}$$

The orthogonality holds in the ball $r<r_c$ with weight $r^2$, not on its surface. The algebra uses atomic units. The derivative in (1) is that of $R$. If one works with $u=rR$, whose logarithmic derivative is $\lambda_u=r_cu'/u=\lambda+1$, the product $\lambda(\lambda+1)$ in (4) becomes $\lambda_u(\lambda_u-1)$.

## Orthogonality

The function $f(r)=j_l(qr)$ is the solution, regular at the origin, of

$$(r^2f')'=\left[l(l+1)-q^2r^2\right]f .\tag{5}$$

Here and below, a prime on $f$ means $d/dr$. Take two solutions $f_1,f_2$ with wave numbers $q_1,q_2$. Multiply the equation for $f_1$ by $f_2$, the equation for $f_2$ by $f_1$, and subtract. The centrifugal terms cancel, which requires the same $l$ in both:

$$f_2(r^2f_1')'-f_1(r^2f_2')'=(q_2^2-q_1^2)\,r^2f_1f_2 .$$

The left side is the derivative of $r^2(f_2f_1'-f_1f_2')$, because the terms $r^2f_1'f_2'$ produced by the product rule cancel. This expression vanishes at the origin, since $f_1$ and $f_2$ are regular there. Integration from $0$ to $r_c$ gives

$$(q_2^2-q_1^2)\int_0^{r_c}r^2f_1f_2\,dr=r_c^2\left(f_2f_1'-f_1f_2'\right)_{r_c}.\tag{6}$$

Write $\lambda_n=r_cf_n'(r_c)/f_n(r_c)$ when neither function vanishes at $r_c$. Then

$$(q_2^2-q_1^2)\int_0^{r_c}r^2f_1f_2\,dr=r_c f_1(r_c)f_2(r_c)\,(\lambda_1-\lambda_2).\tag{7}$$

If both functions satisfy (2), then $\lambda_1=\lambda_2=\lambda$ and the right side is zero. For $q_1^2\neq q_2^2$ the integral must vanish, which proves (3) for $i\neq k$.

The value of $\lambda$ plays no part in this argument; what matters is that it is common to both functions. Bessel functions matched to two reference states with different logarithmic derivatives form two separate orthogonal sets. By (7), a member of one set and a member of the other have a nonzero overlap whenever their wave numbers differ and neither function vanishes at $r_c$.

## The norm

At $q_1=q_2$ equation (7) reads $0=0$, so the norm has to be obtained as a limit. Keep $q_1$ fixed, let $q_2$ vary freely without imposing (2), and divide (7) by $q_2^2-q_1^2$:

$$\int_0^{r_c}r^2f_1f_2\,dr=-r_cf_1(r_c)f_2(r_c)\,\frac{\lambda_2-\lambda_1}{q_2^2-q_1^2}.$$

As $q_2\to q_1=q$, the quotient becomes a derivative:

$$N=-r_c\,f(r_c)^2\,\frac{d\lambda}{d(q^2)} .\tag{8}$$

Here $\lambda$ is regarded as the function $\lambda(x)=x\,j_l'(x)/j_l(x)$ with $x=qr_c$. Since $q^2=x^2/r_c^2$, we have $d(q^2)=2x\,dx/r_c^2$, and therefore

$$N=-\frac{r_c^3\,j_l(x)^2}{2x}\,\frac{d\lambda}{dx}.\tag{9}$$

The derivative follows from the Bessel equation in the variable $x$,

$$x^2j_l''+2xj_l'+\left[x^2-l(l+1)\right]j_l=0 .\tag{10}$$

Differentiating $\lambda=xj_l'/j_l$ and multiplying by $x$ gives

$$x\frac{d\lambda}{dx}=\frac{xj_l'}{j_l}+\frac{x^2j_l''}{j_l}-\frac{x^2j_l'^2}{j_l^2}
=\lambda+\frac{x^2j_l''}{j_l}-\lambda^2 .$$

Equation (10), divided by $j_l$, gives $x^2j_l''/j_l=-2\lambda-x^2+l(l+1)$. Hence $\lambda(x)$ obeys the Riccati equation

$$x\frac{d\lambda}{dx}=l(l+1)-\lambda(\lambda+1)-x^2 .\tag{11}$$

Inserting (11) into (9) yields

$$N=\frac{r_c^3j_l(x)^2}{2x^2}\left[x^2+\lambda(\lambda+1)-l(l+1)\right],$$

which is (4) when $x=x_i$.

If $R(r_c)=0$, the matching condition becomes $j_l(x_i)=0$ and $\lambda$ is infinite. Orthogonality then follows directly from (6), whose right side vanishes. For the norm, use $j_l\lambda=xj_l'$ to write $j_l^2\lambda(\lambda+1)=x^2j_l'^2+xj_lj_l'$. Setting $j_l=0$ after this substitution leaves

$$N_i=\frac{r_c^3}{2}\,j_l'(x_i)^2 .\tag{12}$$

## How many matched functions there are

The norm is positive, so (9) shows that $\lambda(x)$ decreases wherever it is finite. Near $x=0$, $j_l\propto x^l$ and $\lambda\to l$. At each positive zero of $j_l$, the decreasing function goes to $-\infty$ from the left and restarts at $+\infty$ on the right. The first branch therefore covers the values below $l$ once, and every later branch covers the whole real line once. Equation (2) has one root on each later branch, and one root on the first branch if and only if $\lambda<l$.

The root missing for $\lambda\ge l$ has moved to $q^2\le 0$. At $\lambda=l$ it sits at $q=0$, where the regular solution of (5) is $r^l$. Its norm is

$$\int_0^{r_c}r^{2l+2}\,dr=\frac{r_c^{2l+3}}{2l+3}.\tag{13}$$

For $\lambda>l$ put $q^2=-\kappa^2$ and $y=\kappa r_c$. The regular solution is the modified function $i_l(\kappa r)$, where $i_l(z)=i^{-l}j_l(iz)$ is positive for $z>0$. Equations (5) to (8) hold unchanged for negative $q^2$. Replacing $x^2$ by $-y^2$ and $j_l$ by $i_l$ gives

$$N=\frac{r_c^3}{2}\,i_l(y)^2\left[1-\frac{\lambda(\lambda+1)-l(l+1)}{y^2}\right].\tag{14}$$

By (8), $\lambda$ decreases with $q^2$ and so increases with $y$. It starts at $l$ and grows without bound, because $i_l(y)$ behaves as $e^y/(2y)$ at large $y$, so that $\lambda\simeq y-1$. There is thus one such mode for each $\lambda>l$.

Complex $q^2$ cannot occur. Since $\lambda$ is real, the complex conjugate of such a solution would also satisfy the matching condition, with a different $q^2$. By (6) the two would be orthogonal, so $\int r^2|f|^2dr=0$, which is impossible. The standard expansion theorem for a self-adjoint radial operator then says that the modes listed here, including any with $q^2\le0$, form a complete set in the ball.

The extra mode matters for pseudization. Both $r^l$ and $i_l(\kappa r)$ are positive for $r>0$. When $\lambda\ge l$, any combination of the real-$q$ functions alone is orthogonal to a positive function, so it must change sign inside the ball. A nodeless pseudo-orbital cannot be built from them. If $r_c$ lies beyond the outermost extremum of a bound orbital, where $|R|$ decreases, then $\lambda<0$ and the difficulty is absent for every $l$.

## Use in a norm-conserving construction

Suppose $R$ solves a nonrelativistic radial equation with a local potential $V$ and energy $E$. Inside $r_c$ replace it by

$$R_{\rm ps}(r)=\sum_i c_i\,j_l(q_ir),\qquad a_i=\frac{c_i\,j_l(x_i)}{R(r_c)} .\tag{15}$$

Continuity of the value at $r_c$ requires $\sum_ia_i=1$. The slope is then continuous as well, because each term has slope $\lambda/r_c$ times its own value.

For the second derivative, expand (5) at $r_c$. Each term of (15) satisfies $f''+2f'/r-l(l+1)f/r^2=-q_i^2f$, whereas the same operator acting on $R$ gives $2(V-E)R$. Values and slopes already agree, so the second derivatives agree if and only if

$$\sum_ia_i\,\frac{q_i^2}{2}=E-V(r_c).\tag{16}$$

Orthogonality removes all cross terms from the norm condition,

$$\sum_ic_i^2N_i=Q,\qquad Q=\int_0^{r_c}r^2R^2\,dr .\tag{17}$$

It also removes them from the kinetic energy in the ball. The radial kinetic operator multiplies each mode by $q_i^2/2$, so

$$T=\sum_ic_i^2N_i\,\frac{q_i^2}{2}.\tag{18}$$

This is the integral of $R_{\rm ps}$ times the kinetic operator acting on $R_{\rm ps}$. Integration by parts relates it to the gradient form:

$$T=\frac12\int_0^{r_c}\left[r^2R_{\rm ps}'^2+l(l+1)R_{\rm ps}^2\right]dr-\frac{r_c^2}{2}R_{\rm ps}(r_c)R_{\rm ps}'(r_c).$$

The surface term is the same for every function that matches $R$ and $R'$ at $r_c$.

With three functions, the two linear conditions leave one parameter, and (17) is a quadratic equation for it. Nothing above guarantees that this equation has real roots or that a root gives a nodeless function; both have to be checked for the chosen radius and modes. More functions leave freedom for optimization. The energies $q_i^2/2$ are not plane-wave cutoffs, however. A mode cut off at $r_c$ has a Fourier component at wave number $k$ proportional to $\int_0^{r_c}r^2j_l(kr)j_l(q_ir)\,dr$, which by (6) is generally nonzero for $k\ne q_i$. The cut-off mode exaggerates this tail, because it is discontinuous at $r_c$, whereas the pseudo-orbital is joined smoothly to $R$. For the 1s example below, the joined orbital still has about 6 eV of kinetic energy above the lowest $q_i^2/2$, but only about 0.005 eV above the highest.

## Hydrogen as a worked example

The exact nonrelativistic hydrogen atom with a fixed nucleus supplies $R$. For the 1s state, $R\propto e^{-r}$ gives $\lambda=-r_c$ with $r_c$ in bohr. At $r_c=0.65$ Å this is $\lambda=-1.228322$. Since $j_0(x)=\sin x/x$, condition (2) reads $x\cot x=1+\lambda$. Its first three roots give:

| $i$ | $x_i$ | $j_0(x_i)$ | $q_i^2/2$ (eV) | $N_i$ (Å³) |
|---|---|---|---|---|
| 1 | 1.703995 | 0.581658 | 26.1838 | 0.050943 |
| 2 | 4.760316 | −0.209829 | 204.3468 | 0.006120 |
| 3 | 7.882938 | 0.126803 | 560.3668 | 0.002218 |

For the first norm, $\lambda(\lambda+1)=0.28045$ and $x_1^2=2.90360$, so (4) gives

$$N_1=\frac{0.65^3}{2}(0.581658)^2\left[1+\frac{0.28045}{2.90360}\right]\text{Å}^3=0.05094\ \text{Å}^3,$$

or 0.3438 bohr³.

To see orthogonality fail, replace the second function by $j_0(\pi r/r_c)$, which has a node at $r_c$. Its normalized overlap with the first mode is 0.861. The two wave numbers differ, but the boundary conditions do not agree.

For the pseudo-orbital, $E-V(r_c)=8.5476$ eV. Set $a_3=t$. The value condition gives $a_1=1-t-a_2$, and (16) then gives

$$a_2=\frac{8.5476-26.1838-(560.3668-26.1838)\,t}{204.3468-26.1838}=-0.09899-2.99828\,t,$$

$$a_1=1.09899+1.99828\,t .$$

In (17), $c_i^2N_i=M_ia_i^2$ with $M_i=N_iR(r_c)^2/j_0(x_i)^2$. With $R(r_c)=1.521160$ Å$^{-3/2}$, the weights are $M_1=0.3484$, $M_2=0.3217$ and $M_3=0.3192$. The charge to be reproduced is $Q=0.4450182$, and the norm condition becomes

$$4.602\,t^2+1.7213\,t-0.02105=0 .$$

Its roots are $t\simeq0.0119$ and $t\simeq-0.386$. They give kinetic energies in the ball of 12.71 eV and 101.18 eV, and the first is chosen. The coefficients are then $a_1=1.122679$, $a_2=-0.134534$ and $a_3=0.011855$. The diagonal sums are

$$0.4391514+0.0058219+0.0000449=0.4450182,$$

$$T=0.4391514(26.1838)+0.0058219(204.3468)+0.0000449(560.3668)=12.71\ \text{eV}.$$

The all-electron kinetic energy in the same ball, defined in the same way as the integral of $R$ times the kinetic operator acting on $R$, is 13.09 eV. The pseudo-orbital thus has the same charge inside $r_c$ and a kinetic energy there lower by 0.38 eV.

The 2p state at the same radius has $\lambda=0.385839$, which is below $l=1$, so its lowest mode has a real wave number, $q_1=2.57993$ Å$^{-1}$. With $x_1^2=2.8122$, the bracket in (4) is

$$1+\frac{0.5347-2}{2.8122}=0.479 .$$

The correction is now large and negative because $l(l+1)=2$ exceeds $\lambda(\lambda+1)$. The norm is 0.01142 Å³.

The 2s state at $r_c=1.50$ Å shows the other regime. This radius lies between the node and the outer extremum, $|R|$ is rising, and $\lambda=1.979094$ exceeds $l=0$. The lowest matched mode is $i_0(\kappa r)$ with $\kappa=1.97549$ Å$^{-1}$ and norm 5.885 Å³. The next two modes are ordinary Bessel functions with $q=2.72128$ and $4.98315$ Å$^{-1}$. Without the modified function, a combination of matched Bessel functions would have to keep a node inside the ball. Including it removes this obstruction but does not guarantee a nodeless result: with the three lowest modes, one of the two norm-conserving solutions is nodeless at 1.50 Å, and neither is at 1.20 Å.

The numerical check compares the overlaps and norms with quadrature, and the list of modes with a diagonalization in a polynomial basis, for $l=0$ to $3$ and for $\lambda$ on both sides of $l$.

## Table of computed values

```
Bohr radius = 0.52917721 angstrom; hartree = 27.211386 eV
largest error of normalized overlaps, l=0..3 = 3.7e-14
largest relative error of x^2, l=0..3 = 4.7e-13
--- hydrogen 1s, l=0 ---
rc = 0.65 angstrom = 1.228322 bohr
lambda = -1.228322 (dimensionless)
1s mode 1: x = 1.703995, q = 2.62153 1/angstrom
  j_0(x) = 0.581658, q^2/2 = 26.1838 eV
  norm: formula 0.05094350, quadrature 0.05094350 angstrom^3
1s mode 2: x = 4.760316, q = 7.32356 1/angstrom
  j_0(x) = -0.209829, q^2/2 = 204.3468 eV
  norm: formula 0.00612044, quadrature 0.00612044 angstrom^3
1s mode 3: x = 7.882938, q = 12.12760 1/angstrom
  j_0(x) = 0.126803, q^2/2 = 560.3668 eV
  norm: formula 0.00221782, quadrature 0.00221782 angstrom^3
norm of 1s mode 1 converted = 0.3437838 bohr^3
largest normalized off-diagonal overlap = 7.0e-15
normalized overlap of mode 1 with j_0(pi r/rc) = 0.861339
--- 1s pseudo-orbital from three modes ---
R(rc) = 1.521160 angstrom^(-3/2)
E - V(rc) = 8.5476 eV
mode 1: a = 1.122679, c = 2.936045 angstrom^(-3/2), c^2 N = 0.4391514
mode 2: a = -0.134534, c = 0.975306 angstrom^(-3/2), c^2 N = 0.0058219
mode 3: a = 0.011855, c = 0.142215 angstrom^(-3/2), c^2 N = 0.0000449
sum of a = 1.000000
charge in ball: all-electron 0.4450182, pseudo 0.4450182
kinetic energy in ball, pseudo diagonal sum = 12.7135 eV
same from gradients and surface = 12.7135 eV
kinetic energy in ball, all-electron = 13.0936 eV
rejected solution, kinetic energy = 101.1823 eV
--- hydrogen 2p, l=1, rc = 0.65 angstrom ---
lambda = 0.385839 (dimensionless)
2p mode 1 (j_l, q) = 2.57993 1/angstrom, norm = 0.0114239 angstrom^3
2p mode 2 (j_l, q) = 9.03319 1/angstrom, norm = 0.0036972 angstrom^3
2p mode 3 (j_l, q) = 14.09682 1/angstrom, norm = 0.0015882 angstrom^3
--- hydrogen 2s, l=0, rc = 1.50 angstrom ---
lambda = 1.979094 (dimensionless)
2s mode 1 (i_l, kappa) = 1.97549 1/angstrom, norm = 5.8852229 angstrom^3
2s mode 2 (j_l, q) = 2.72128 1/angstrom, norm = 0.0894629 angstrom^3
2s mode 3 (j_l, q) = 4.98315 1/angstrom, norm = 0.0288136 angstrom^3
```
